# Why charge-transfer satellites are strong in 2p photoemission, weak in absorption

## Definitions and conventions

A transition-metal ion with \(n\) d electrons is surrounded by ligands whose valence orbitals are full. Write \(\underline L\) for a hole in a ligand orbital. The configuration \(d^{n+1}\underline L\) is reached from \(d^n\) by moving one electron from a ligand to the metal. Three energies, all positive here, describe the process:

- \(\Delta\), the charge-transfer energy: the energy of \(d^{n+1}\underline L\) minus that of \(d^n\), with no core hole.
- \(U\), the repulsion between two d electrons.
- \(Q\), the attraction between a 2p core hole and one d electron.

Let \(n_d\) count the d electrons in excess of \(d^n\), and let \(n_h\) be 1 if the core hole is present and 0 if not. Apart from the constant energy of the core level, the model Hamiltonian is
\[
H=\Delta\,n_d+\tfrac12U\,n_d(n_d-1)-Q\,n_d n_h+H_{\rm hop},
\]
where \(H_{\rm hop}\) moves electrons between ligand and d orbitals. The matrix element between \(d^n\) and \(d^{n+1}\underline L\) is called \(T\), made positive by the choice of phases. Energies are in eV.

Photoemission (XPS) removes a 2p electron from the ion. Absorption (XAS) lifts it into an empty d orbital. The photoelectron is taken to leave without acting on the ion, so that the valence state is unchanged at the moment of emission. Multiplet splitting, 2p spin-orbit splitting, lifetime broadening and direct transitions from the core to the ligands are left out. The word "satellite" therefore refers here to charge-transfer structure alone. Its fraction \(w\) is the weight of all lines above the lowest line reached, divided by the total weight of the spectrum.

The claim to be explained is that the electron added in absorption reduces the change of \(\Delta\) from \(-Q\) to \(U-Q\), and that this makes the satellite weak. The energy count is correct within the model. The conclusion follows if two conditions hold: \(|U-Q|\) is small on the scale set by \(\Delta\) and \(T\), and the added electron does not spoil the match between initial and final states in some other way.

## First contribution: the core hole and the added electron

Without hopping, the energies can be read from \(H\).

In photoemission the final configurations are \(\underline c\,d^n\), with \(n_d=0\), and \(\underline c\,d^{n+1}\underline L\), with \(n_d=1\), where \(\underline c\) is the core hole. Their energies are 0 and \(\Delta-Q\), so
\[
\Delta_{\rm XPS}=\Delta-Q .
\]

In absorption one d electron has been added before any charge transfer is considered. The configurations are \(\underline c\,d^{n+1}\), with \(n_d=1\), and \(\underline c\,d^{n+2}\underline L\), with \(n_d=2\). Their energies are \(\Delta-Q\) and \(2\Delta+U-2Q\). The difference is
\[
\Delta_{\rm XAS}=(2\Delta+U-2Q)-(\Delta-Q)=\Delta+U-Q .
\]

An electron transferred from the ligand is attracted by the core hole in both cases. In absorption it is also repelled by the electron that came from the core. Seen from the ligand, the 2p electron has moved to another place on the same ion, and the ion's charge is unchanged. In photoemission the charge has increased by one unit.

## Second contribution: how a shift becomes intensity

An energy shift does not by itself produce a satellite. The satellite appears if the shift changes the mixture of configurations in the eigenstates.

Consider first the case where the ground state contains two configurations. In the basis \((d^n,\,d^{n+1}\underline L)\),
\[
H_i=\begin{pmatrix}0&T\\T&\Delta\end{pmatrix}.
\]
For the trial state \((\cos\theta,-\sin\theta)\) the energy is
\[
\Delta\sin^2\theta-2T\sin\theta\cos\theta
=\tfrac12\Delta-\tfrac12\left(\Delta\cos2\theta+2T\sin2\theta\right).
\]
The last bracket is the scalar product of \((\Delta,2T)\) with the unit vector \((\cos2\theta,\sin2\theta)\). It is largest when the two are parallel:
\[
\cos2\theta=\frac{\Delta}{W},\qquad \sin2\theta=\frac{2T}{W},\qquad W=\sqrt{\Delta^2+4T^2}.
\]
This fixes \(\theta\) between 0 and \(90^\circ\), also for negative \(\Delta\). The lower energy is \((\Delta-W)/2\). The upper state, orthogonal to the lower one, is \((\sin\theta,\cos\theta)\) with energy \((\Delta+W)/2\).

Photoemission leaves the amplitudes \((\cos\theta_i,-\sin\theta_i)\) in place. Absorption does the same if the electron enters an empty d orbital that does not hybridize: both configurations receive it with the same factor, and \(T\) is unchanged. In either case the final Hamiltonian has the same form with \(\Delta\) replaced by \(\Delta_f\), and its angle is \(\theta_f\). The amplitude for reaching the upper final state is
\[
\cos\theta_i\sin\theta_f-\sin\theta_i\cos\theta_f=\sin(\theta_f-\theta_i).
\]
Squaring, and using \(\sin^2x=\frac12(1-\cos2x)\), gives
\[
w=\sin^2(\theta_f-\theta_i)
=\frac12\left[1-\frac{\Delta\Delta_f+4T^2}{W W_f}\right],
\qquad W_f=\sqrt{\Delta_f^2+4T^2}.
\]
The second form follows from \(\cos(2\theta_f-2\theta_i)=\cos2\theta_f\cos2\theta_i+\sin2\theta_f\sin2\theta_i\).

The satellite thus measures a rotation. Large mixing in the ground state gives no satellite if the final state is mixed in the same way.

To see how the rotation depends on the shift \(\delta=\Delta_f-\Delta\), differentiate \(\cot2\theta=\Delta/2T\):
\[
\frac{d\theta}{d\Delta}=-\frac{T}{\Delta^2+4T^2}=-\frac{T}{W^2}.
\]
For \(|\delta|\ll W\) this gives
\[
w\simeq\frac{T^2\delta^2}{W^4}.
\]
In this regime the satellite is of second order in the shift, so halving the shift reduces the intensity fourfold. Larger shifts need the full formula.

The derivative is negative for every \(\Delta\). If \(0<U\le Q\), then \(\Delta-Q<\Delta+U-Q\le\Delta\), and hence \(\theta_{\rm XPS}>\theta_{\rm XAS}\ge\theta_i\). Both rotations are smaller than \(90^\circ\), where \(\sin^2\) increases with angle. In this two-configuration model the absorption satellite is therefore the weaker one whenever \(0<U\le Q\).

Two limits show when photoemission has two strong lines.

- If \(T\gg Q\) and \(T\gg\Delta\), hopping fixes both angles near \(45^\circ\), and the satellite is weak even in photoemission.
- If \(T\) is very small and \(Q>\Delta\), then \(\theta_i\to0\) and \(\theta_f\to90^\circ\), so \(w\to1\). The lowest line then has almost no weight, and the spectrum again shows one strong line, the upper one.

Two lines of similar strength require a rotation near \(45^\circ\). A large \(Q\) alone is not enough.

### The numbers

Take \(\Delta=3\), \(T=2\), \(U=7\) and \(Q=8\) eV. These are round model parameters and stand for no particular material. The ground-state scale is \(W=\sqrt{9+16}=5\) eV, and the shifted charge-transfer energies are
\[
\Delta_{\rm XPS}=3-8=-5\ {\rm eV},\qquad
\Delta_{\rm XAS}=3+7-8=2\ {\rm eV}.
\]
The line splittings are
\[
W_{\rm XPS}=\sqrt{25+16}=6.40\ {\rm eV}=0.471\ {\rm Ry},
\]
\[
W_{\rm XAS}=\sqrt{4+16}=4.47\ {\rm eV}=0.329\ {\rm Ry}.
\]
The satellite fractions follow:
\[
w_{\rm XPS}=\frac12\left[1-\frac{-15+16}{5\times6.403}\right]=0.484,
\]
\[
w_{\rm XAS}=\frac12\left[1-\frac{6+16}{5\times4.472}\right]=0.0081 .
\]
The mixing angle is \(26.6^\circ\) in the ground state, \(70.7^\circ\) after photoemission and \(31.7^\circ\) after absorption. Photoemission reverses the order of the configurations: its lowest line is mainly \(\underline c\,d^{n+1}\underline L\). Absorption keeps the order and nearly keeps the mixture. The small-shift estimate for absorption, \(4\times1/625=0.0064\), has the right size. It is about one fifth below the full two-state result.

## The same result without solving for the eigenstates

Let \(n_L\) be the number of ligand holes, restricted to 0 or 1. With an added electron that does not take part in the hopping, both final Hamiltonians have the form
\[
H_f=H_i+\delta\,n_L+\text{constant},
\]
with \(\delta=-Q\) in photoemission and \(\delta=U-Q\) in absorption. The valence state just after the transition is still the ground state \(|g\rangle\) of \(H_i\), with \(H_i|g\rangle=E|g\rangle\).

If \(U=Q\), the absorption value of \(\delta\) is zero. Then \(|g\rangle\) is an eigenstate of \(H_f\), and the spectrum is a single line. There is no satellite, however strongly the ground state is mixed.

For other values, let \(p=\langle g|n_L|g\rangle\) be the weight of \(d^{n+1}\underline L\) in the ground state. The mean energy of the spectrum is \(\bar E=E+\delta p+\text{constant}\). Hence
\[
(H_f-\bar E)|g\rangle=\delta(n_L-p)|g\rangle .
\]
The squared norm of this vector is the variance of the spectrum. Since \(n_L^2=n_L\),
\[
\sigma^2=\delta^2\langle(n_L-p)^2\rangle=\delta^2(p-2p^2+p^2)=\delta^2p(1-p).
\]
At the same \(p\), the root-mean-square widths of the photoemission and absorption spectra are in the ratio \(Q/|U-Q|\). In the example \(p=0.2\), so \(\sqrt{p(1-p)}=0.4\), and the widths are \(8\times0.4=3.2\) eV and \(1\times0.4=0.4\) eV.

Nothing in this derivation requires a single ligand level. It also holds if the ligand orbitals form a band, as in an impurity model, provided that at most one electron is transferred. The width then limits the intensity far from the mean. The variance is at least \(D^2\) times the fraction of the weight lying a distance \(D\) or more from \(\bar E\), so that fraction cannot exceed \(\sigma^2/D^2\).

For a uniform ligand band 4 eV wide, centred on \(\Delta\) and with the same total coupling \(T\), the ground state has \(p=0.241\). The widths are 3.42 eV in photoemission and 0.43 eV in absorption. At least 3 eV from the mean lies 78% of the photoemission weight, but 0.7% of the absorption weight. The bound for absorption is 2.0%. For photoemission it exceeds 100% and gives no information. The 78% lies on both sides of the mean, so it measures the spread of the spectrum and is not a satellite fraction; its value depends on the chosen 3 eV. What carries over unchanged from one level to a band is the ratio of widths, \(Q/|U-Q|\).

## Third contribution: the added electron fills a hybridizing hole

So far the added electron has been a spectator in the hopping. If it enters an orbital that hybridizes, it changes two more quantities.

Let the ion have \(h\) equivalent d holes. Each empty orbital \(d_j\) is coupled by \(V\) to its own filled ligand orbital \(L_j\). Denote \(d^n\) by \(|0\rangle\). Hopping leads to the symmetric state
\[
|1\rangle=\frac1{\sqrt h}\sum_{j=1}^{h}d_j^\dagger L_j|0\rangle .
\]
Each of the \(h\) terms contributes \(V/\sqrt h\) to the matrix element, so \(T=\sqrt h\,V\). After absorption one channel is full, and the hopping becomes \(\sqrt{h-1}\,V\).

The transition amplitudes change as well. Let the core electron enter \(d_1\). Acting on \(|1\rangle\), the operator \(d_1^\dagger\) gives zero for the term \(j=1\), because \(d_1\) is already occupied. The other \(h-1\) terms survive, each with amplitude \(1/\sqrt h\). Their sum is \(\sqrt{(h-1)/h}\) times the normalized state \(|1'\rangle\) of the final system. The state \(|0\rangle\) goes to \(|0'\rangle\) with factor 1.

Now weigh the two changes for \(V\ll\Delta\) and \(V\ll\Delta_f\), with \(\Delta_f>0\). To first order in \(V\), the ground state is \(|0\rangle-(\sqrt h\,V/\Delta)|1\rangle\). After absorption the amplitude of \(|1'\rangle\) relative to \(|0'\rangle\) is
\[
-\frac{\sqrt h\,V}{\Delta}\sqrt{\frac{h-1}{h}}=-\frac{\sqrt{h-1}\,V}{\Delta}.
\]
The lowest final state has the ratio \(-\sqrt{h-1}\,V/\Delta_f\). The satellite amplitude is the difference of the two ratios, so
\[
w\simeq(h-1)V^2\left(\frac1\Delta-\frac1{\Delta_f}\right)^2 .
\]
The reduced hopping alone, or the reduced amplitude alone, would leave a satellite amplitude of size \((\sqrt h-\sqrt{h-1})V/\Delta\) even at \(\Delta_f=\Delta\). The two have opposite signs and cancel at this order. What remains is the effect of the shift \(U-Q\). For \(h=1\) the d shell is full after absorption, and no charge-transfer satellite is possible in this model.

## Fourth contribution: double charge transfer

With two or more holes, the ground state also contains \(d^{n+2}\underline L^2\), at energy \(2\Delta+U\). To isolate its effect, take \(h=2\) and \(U=Q\), so that \(\Delta_f=\Delta\).

Let the ground-state amplitudes of zero, one and two transfers be in the ratio \(1:r:s\). Both hopping elements are \(\sqrt2V\), and the eigenvalue equations are
\[
E=\sqrt2Vr,\qquad \sqrt2V+\Delta r+\sqrt2Vs=Er,
\]
\[
\sqrt2Vr+(2\Delta+U)s=Es .
\]
To leading order the third gives \(s=-\sqrt2Vr/(2\Delta+U)\), and the first gives \(E=-2V^2/\Delta\). Put both into the second and expand to third order in \(V\):
\[
r=-\frac{\sqrt2V}{\Delta}\left[1-\frac{2V^2}{\Delta^2}+\frac{2V^2}{\Delta(2\Delta+U)}\right].
\]
Absorption multiplies the single-transfer amplitude by \(1/\sqrt2\) and removes the double-transfer part, whose d orbitals are both full. The final system has two states coupled by \(V\), and the ratio in its lower state is
\[
r_f=-\frac V\Delta\left[1-\frac{V^2}{\Delta^2}\right].
\]
The satellite amplitude is
\[
\frac r{\sqrt2}-r_f=\frac{V^3}{\Delta^2}\left[\frac1\Delta-\frac2{2\Delta+U}\right]
=\frac{V^3U}{\Delta^3(2\Delta+U)} .
\]
It vanishes at \(U=0\), where the electrons in different channels are independent. The remainder is thus due to \(U\) suppressing double transfer in the ground state. With two hybridizing holes, \(U=Q\) thus leaves a satellite amplitude of third order in \(V\) and does not remove it.

The example with two holes uses \(V=T/\sqrt2=1.41\) eV, which keeps the initial hopping at 2 eV. Diagonalization with double transfer included gives these satellite fractions:

| Case | Fraction |
|---|---|
| XPS, \(Q=8\) eV | 0.575 |
| XAS, \(Q=8\) eV | 0.014 |
| XAS, \(Q=U=7\) eV | 0.0004 |

Photoemission now has three lines, at 0, 4.5 and 7.5 eV above the lowest, with fractions 0.425, 0.173 and 0.402. The absorption satellite lies 3.5 eV above its main line.

Here \(V/\Delta\) is about 0.5, too large for the expansions to be quantitative. The first-order formula would give \(2(1/3-1/2)^2=0.056\) instead of 0.014. The expansions identify the cancellation, and the diagonalization supplies the intensities.

## Why \(U\) and \(Q\) are of similar size

Both energies come from the Coulomb interaction of a d electron with a compact charge on the same ion. For \(U\) that charge is another 3d electron; for \(Q\) it is the missing 2p electron. A simple orbital shows how much the difference in radius matters.

Keep the spherical part of the interaction, which is proportional to \(1/r_>\), with \(r_>\) the larger of the two radii. Use a Slater 3d orbital with exponent \(\zeta\). In terms of \(x=2\zeta r\), its radial density is \(x^6e^{-x}/720\). If the core is shrunk to a point, \(r_>\) is the radius of the d electron, and
\[
Q_{\rm point}\propto2\zeta\int_0^\infty\frac{x^5e^{-x}}{720}\,dx=\frac\zeta3 .
\]
For two d electrons, either may be the outer one, which gives a factor 2. The probability that the other lies inside is \(1-e^{-x}\sum_{m=0}^6x^m/m!\). With the same constant of proportionality,
\[
U\propto4\zeta\left[\frac16-\sum_{m=0}^{6}\frac{(m+5)!}{720\,m!\,2^{m+6}}\right]
=\frac{793}{3072}\,\zeta .
\]
The ratio is \(Q_{\rm point}/U=1024/793=1.291\), whatever the value of \(\zeta\). A core of finite size cannot exceed this, since \(1/r_>\le1/r_d\), where \(r_d\) is the radius of the d electron. With a 2p exponent four times the 3d exponent, the ratio is 1.290.

This explains why the unscreened energies are of the same order and why \(Q\) is the larger. The number 1.29 belongs to the single-exponent orbital. In atomic units the constant of proportionality is 1, so \(Q_{\rm point}-U=231\zeta/3072\) hartree, about 2.0 eV for each bohr\(^{-1}\) of \(\zeta\). For \(\zeta\) above about 2.5 bohr\(^{-1}\) (Slater's rules give 2.6 for Cu\(^+\)) this exceeds the \(W=5\) eV of the example, so the estimate does not by itself show that the net shift is small. It does not predict \(Q-U\) in a solid, where screening may change the two by different amounts. The model takes the screened values as parameters.

## Weighing the contributions

Two controls identify the cause of the contrast in the two-configuration model. If \(U\) is set to zero while \(Q\) stays at 8 eV, the absorption satellite rises from 0.0081 to 0.484, the photoemission value. If \(Q\) is reduced to 1 eV in photoemission, its satellite falls to 0.0081, the absorption value. In this model what matters is the net shift, not whether the experiment is called absorption or emission. With two hybridizing holes the equality is only approximate: absorption at \(U=0\) gives 0.648, against 0.575 for photoemission at \(U=7\) eV.

In the two-hole example, the change of hopping and the blocked transitions largely compensate each other. At \(U=Q\) they leave a fraction of 0.0004, against 0.014 at the chosen \(U-Q=-1\) eV. In amplitude this is 0.020 against 0.119, about one sixth, with the same sign; for \(U=7\) eV the satellite vanishes at \(Q\approx6.76\) eV rather than at \(Q=U\). Photoemission in the same cluster with \(Q\) reduced to 1 eV has a satellite of 0.010. The net shift is therefore the main source of the weak absorption satellite there, and the much larger shift \(-Q\) is the source of the strong one in photoemission.

The explanation loses its force when \(Q-U\) is positive and approaches \(W\), since absorption then also rotates the states appreciably. At \(Q-U=W/2\) the satellite can still be weak: for \(\Delta=3\) eV the two-state formula gives 0.066 at \(T=2\) eV and 0.009 at \(T=0.3\) eV. At \(Q-U=W\) one has \(\Delta_f=\Delta-W\) and \(W_f^2=2W(W-\Delta)\), so \(w=\frac12\left[1-\sqrt{(W-\Delta)/2W}\right]\), which exceeds \(\frac12(1-1/\sqrt2)\approx0.146\). For \(U>Q\) the angle \(\theta_f\) lies between 0 and \(\theta_i\), so \(w\) stays below \(\sin^2\theta_i=p\) however large the shift. The model result does not exclude other structure in an absorption spectrum, such as multiplets, which this model omits. The numerical check compares the shifted energies, the two-state formula, its small-shift form, the widths and the weak-hopping formulas for two and three holes with independent diagonalizations, and the Slater integrals with quadrature.

## Computed results

```
Delta = 3.0 eV; T = 2.0 eV
U = 7.0 eV; Q = 8.0 eV
Charge-transfer energy, XPS final state = -5.0 eV
Charge-transfer energy, XAS final state = 2.0 eV
Ground-state scale W = 5.000 eV
Mixing angle, ground = 26.57 degrees
Mixing angle, XPS = 70.67 degrees
Mixing angle, XAS = 31.72 degrees
Ground-state weight of d^(n+1)L, p = 0.2000
XPS splitting = 6.403 eV = 0.4706 Ry
XPS main fraction = 0.5156
XPS satellite fraction = 0.4844
XPS satellite/main ratio = 0.9394
XPS rms spectral width = 3.200 eV
XAS splitting = 4.472 eV = 0.3287 Ry
XAS main fraction = 0.9919
XAS satellite fraction = 0.0081
XAS satellite/main ratio = 0.0081
XAS rms spectral width = 0.400 eV
Small-shift estimate of XAS satellite fraction = 0.0064
Large-Q limit of XPS satellite fraction = 0.8000
Control: XAS with U=0, satellite fraction = 0.4844
Control: XPS with Q=1.0 eV, satellite = 0.0081
Control: XAS with Q=U, satellite below 1e-20: True
Two-hole cluster: V = 1.4142 eV
Two-hole XPS total satellite fraction = 0.5750
  XPS line at 0.000 eV, fraction 0.4250
  XPS line at 4.534 eV, fraction 0.1725
  XPS line at 7.519 eV, fraction 0.4025
Two-hole XAS total satellite fraction = 0.0141
  XAS line at 0.000 eV, fraction 0.9859
  XAS line at 3.464 eV, fraction 0.0141
Two-hole XAS satellite fraction with Q=U = 3.821e-04
Ligand band width = 4.0 eV; levels = 400
Band ground-state weight of d^(n+1)L = 0.2410
Band XPS rms width = 3.421 eV
Band XPS fraction >= 3.0 eV from mean = 0.7824
Band XPS Chebyshev limit = 1.0000
Band XAS rms width = 0.428 eV
Band XAS fraction >= 3.0 eV from mean = 0.0072
Band XAS Chebyshev limit = 0.0203
2p/3d Slater exponent ratio = 4.0
Bare Q/U for these Slater orbitals = 1.2898
Bare Q/U for a point-like core = 1.2913
```
